# Chemical potential of water vapour at 500 K and 1 Pa

## Problem

Water vapour at temperature $T=500$ K and partial pressure $p=1$ Pa is in contact with a surface, as in the water pulse of an atomic layer deposition process. Whether water stays on the surface depends on its chemical potential $\mu$ in the gas. A standard thermochemical table gives, for water as an ideal gas at the standard pressure $p^\circ=1$ bar $=10^5$ Pa:

- $S^\circ(500\ \mathrm{K})=206.534$ J/(mol K)
- $H^\circ(500\ \mathrm{K})-H^\circ(298.15\ \mathrm{K})=6.925$ kJ/mol
- $H^\circ(298.15\ \mathrm{K})-H^\circ(0\ \mathrm{K})=9.904$ kJ/mol

**(a)** Derive an expression for $\mu(T,p)$ in terms of these entries, with the isolated molecule, including its zero-point energy, as the zero of energy.

**(b)** Show that $\mu\approx-1.39$ eV. How does the value change if the zero is moved to the bottom of the molecule's electronic potential well?

**(c)** Check the table entries and the result from the motion of the molecule, and find which motion contributes most.

**(d)** How much does $\mu$ change if the gas is 10 K hotter, or if its pressure is doubled?

**(e)** A surface has independent sites, each holding at most one water molecule with energy $e$, measured from the same zero. Find the equilibrium coverage for $e=-1.30$, $-1.40$ and $-1.50$ eV.

**(f)** Estimate the main effects left out, and say when the result may be applied to a deposition process.

## Solution

### (a) From the table to the chemical potential

The Gibbs energy of a one-component gas is a function $G(T,p,N)$. At fixed $T$ and $p$, doubling the number of molecules $N$ doubles $G$, so $G=N\,g(T,p)$. The chemical potential is therefore the Gibbs energy per molecule:

$$\mu=\left(\frac{\partial G}{\partial N}\right)_{T,p}=g=\frac{G}{N}.$$

Since $G=H-TS$, the molar table values give, after division by Avogadro's number $N_A$,

$$\mu^\circ(T)=\frac{H^\circ(T)-TS^\circ(T)}{N_A}.$$

The entropy has a definite value, but the enthalpy needs a zero. Consider the ideal gas as $T\to0$. Every molecule is then in its lowest internal state, with energy $\varepsilon_0$, and its translational energy vanishes. This takes the proton-spin forms of water, ortho and para, to be in equilibrium; a frozen 3:1 mixture would keep about 2 meV per molecule. The enthalpy per molecule also contains $pv$, where $v$ is the volume per molecule, but $pv=kT\to0$. Hence

$$\frac{H^\circ(0)}{N_A}=\varepsilon_0 .$$

The energy $\varepsilon_0$ contains the zero-point vibration, because a molecule cannot shed it. Setting $\varepsilon_0=0$ is thus the same as measuring enthalpy from its value at 0 K. Real water would condense on cooling; the ideal gas of the table is a reference system in which the molecules do not interact, so the extrapolation is well defined.

The table counts enthalpy from 298.15 K. The zero is moved by adding the two intervals:

$$\Delta H=[H^\circ(T)-H^\circ(298.15)]+[H^\circ(298.15)-H^\circ(0)].$$

It remains to go from $p^\circ$ to $p$. From $dG=-S\,dT+V\,dp+\mu\,dN$, at constant $T$ and $N$, the pressure derivative of $G/N$ is $V/N=v$. For an ideal gas $v=kT/p$, so

$$\mu(T,p)-\mu^\circ(T)=\int_{p^\circ}^{p}\frac{kT}{p'}\,dp'=kT\ln\frac{p}{p^\circ}.$$

This derivation is for a pure gas. In an ideal mixture with a carrier gas, $\mu$ of water is no longer $G/N$ of the whole gas, but it depends only on the number density of water, as (c) shows, so the same formula holds with $p$ the partial pressure. The required expression is

$$\boxed{\mu(T,p)=\frac{\Delta H-TS^\circ(T)}{N_A}+kT\ln\frac{p}{p^\circ}}$$

The logarithm is negative for $p<p^\circ$: a dilute gas offers each molecule more volume, and removing a molecule from it costs more free energy.

One convention remains. The table omits the entropy of the nuclear spins. The two protons have $2\times2=4$ spin states, and including them would lower $\mu$ by $kT\ln4$. Adsorbed water carries the same factor when its proton spins are free, so the term cancels in an adsorption balance, provided that it is omitted on both sides.

### (b) The number

The enthalpy measured from 0 K is

$$\Delta H=6.925+9.904=16.829\ \mathrm{kJ/mol}.$$

The entropy term is

$$TS^\circ=500\times0.206534=103.267\ \mathrm{kJ/mol}.$$

Their difference is $-86.438$ kJ/mol. Since 1 eV per molecule corresponds to 96.485 kJ/mol,

$$\mu^\circ=\frac{-86.438}{96.485}=-0.8959\ \mathrm{eV}.$$

For the pressure term, $kT=0.04309$ eV and $\ln(1/10^5)=-11.5129$, so

$$kT\ln\frac{p}{p^\circ}=0.04309\times(-11.5129)=-0.4961\ \mathrm{eV}.$$

The sum is

$$\mu=-0.896-0.496=-1.392\ \mathrm{eV}\approx-1.39\ \mathrm{eV},$$

or $-134.3$ kJ/mol, as was to be shown.

The sign does not mean that the molecules are bound. Their mean energy, found by subtracting the $pv$ term from the enthalpy, is $\Delta H-N_AkT\approx12.7$ kJ/mol and lies above the zero. The chemical potential is negative because $TS$ exceeds the enthalpy.

Two details of the reference affect the number. If the interval from 0 to 298.15 K is left out, the result is $-1.495$ eV, too low by about 0.10 eV. If 1 atm is put into the logarithm while the 1 bar entropy is kept, the result is too low by 0.57 meV, which is immaterial here.

An electronic-structure calculation at fixed nuclei gives the energy at the bottom of the potential well. The ground state lies above it by the zero-point energy $E_{\mathrm{ZP}}$. On a scale starting at the bottom, every energy of the molecule is larger by this amount, and so is the chemical potential:

$$\mu_{\mathrm{bottom}}=\mu+E_{\mathrm{ZP}}.$$

The density-functional calculation described in (c) gives $E_{\mathrm{ZP}}=0.588$ eV in the harmonic approximation, hence $\mu_{\mathrm{bottom}}\approx-0.80$ eV. The second decimal is not reliable. Spectroscopic harmonic wavenumbers give 0.584 eV, about 4 meV below the calculated value, and anharmonicity lowers this by about 10 meV more, to a zero-point energy near 0.575 eV and $\mu_{\mathrm{bottom}}\approx-0.82$ eV. Both values describe the same gas. The zero-point energy must enter once, either in the reference energy or in the chemical potential.

### (c) The same result from molecular motion

For $N$ indistinguishable molecules in a dilute gas, the partition function is $Z=q^N/N!$, where $q$ is that of one molecule. With $F=-kT\ln Z$ and $\ln N!\approx N\ln N-N$,

$$F=-kT\,(N\ln q-N\ln N+N).$$

Differentiating with respect to $N$ at fixed $T$ and volume gives

$$\mu=-kT(\ln q-\ln N-1+1)=-kT\ln\frac{q}{N}.$$

If rotation and vibration are treated as independent, $q=(V/\lambda^3)\,q_{\mathrm{rot}}q_{\mathrm{vib}}$, where $\lambda=h/\sqrt{2\pi mkT}$ is the thermal wavelength and $m$ the molecular mass. With the number density $n=N/V=p/kT$,

$$\mu=kT\ln(n\lambda^3)-kT\ln q_{\mathrm{rot}}-kT\ln q_{\mathrm{vib}}.$$

**Molecular data.** A PBE0 calculation in the 6-311G** basis gives a bond length of 0.958 Å and an angle of 103.8°. The harmonic wavenumbers are 1641, 3875 and 3976 cm$^{-1}$, and the rotational constants are $A=26.9$, $B=14.71$ and $C=9.51$ cm$^{-1}$. None of these numbers comes from the thermochemical table. They are not converged to the digits shown: in the larger def2-TZVPP basis the angle becomes 104.7°, $A$ and $B$ become 27.5 and 14.54 cm$^{-1}$, and the wavenumbers fall by up to 5 cm$^{-1}$. Between these two bases the zero-point energy stays at 0.588 eV, and the $\mu$ computed below moves by about 0.2 meV. Neither basis has diffuse functions, so these shifts indicate the basis error without bounding it.

**Translation.** Here $n\lambda^3=9.0\times10^{-13}$, so this part is

$$0.04309\times\ln(9.0\times10^{-13})=0.04309\times(-27.74)=-1.195\ \mathrm{eV}.$$

**Rotation.** When $kT$ is large compared with the rotational constants, $q_{\mathrm{rot}}$ follows from the classical phase-space integral. The orientations contribute $8\pi^2$, and the three components of angular momentum give Gaussian integrals:

$$q_{\mathrm{rot}}=\frac{8\pi^2}{\sigma h^3}(2\pi kT)^{3/2}\sqrt{I_AI_BI_C}.$$

The symmetry number is $\sigma=2$, because a half-turn about the twofold axis exchanges identical protons. Inserting $I_A=\hbar^2/2A$ and its counterparts, with the constants as energies, and $h=2\pi\hbar$,

$$q_{\mathrm{rot}}=\frac{1}{\sigma\pi}\,\frac{(2\pi kT)^{3/2}}{2^{3/2}\sqrt{ABC}}=\frac{\sqrt\pi}{2}\,\frac{(kT)^{3/2}}{\sqrt{ABC}}.$$

To use wavenumbers, note that half the sum of the three vibrational wavenumbers, 4746 cm$^{-1}$, corresponds to 0.588 eV. Thus $kT$ corresponds to $0.04309\times4746/0.588\approx348$ cm$^{-1}$. With $\sqrt{ABC}=61.3$ in the same unit,

$$q_{\mathrm{rot}}\approx0.886\times\frac{348^{3/2}}{61.3}\approx94,$$

and $-kT\ln q_{\mathrm{rot}}\approx-0.196$ eV.

**Vibration.** Counted from the ground state, a harmonic mode has levels $j\hbar\omega$ with $j=0,1,2,\dots$ The geometric sum gives $q=1/(1-e^{-x})$, with $x=\hbar\omega/kT$. For the bend $x=1641/348=4.72$, so the contribution $kT\ln(1-e^{-x})$ is about $-0.0004$ eV. The stretches contribute far less.

The total is $-1.195-0.196-0.0004\approx-1.391$ eV. At 1 Pa translation supplies most of $\mu$, rotation about one seventh, and vibration almost nothing; at 1 bar the share of rotation is about 22%. This explains why the result tolerates modest errors in the vibrational frequencies once the zero-point energy is in the reference.

**Quantum rotation.** The classical integral can be replaced by a sum over the levels of a rigid asymmetric rotor. With angular momentum $J$ and its projection $K$ on the twofold axis, whose rotational constant is $B$, the Hamiltonian is

$$\hat H=BK^2+\frac{A+C}{2}\,[J(J+1)-K^2]+\frac{A-C}{4}\,(\hat J_+^2+\hat J_-^2).$$

Here $\hat J_\pm$ are dimensionless ladder operators that change $K$ by one unit, so $\hat H$ couples $K$ to $K\pm2$ and keeps its parity. A half-turn multiplies the state by $(-1)^K$. The total wavefunction must change sign when the protons are exchanged, so in the vibrational ground state even $K$ goes with the single antisymmetric spin state and odd $K$ with the three symmetric ones. Dividing the weights 1 and 3 by 4 removes the spin entropy, as in the table. At high temperature both parities are equally represented, and the mean weight $(1/4+3/4)/2=1/2$ reproduces $1/\sigma$.

Each eigenvalue also counts $2J+1$ times, once for each orientation of the angular momentum in space. Diagonalizing $\hat H$ up to $J=35$ and summing the Boltzmann factors with these weights gives $q_{\mathrm{rot}}$. Together with the translational and vibrational parts above, this yields $\mu=-1.3913$ eV, 0.6 meV above the table result. The enthalpy per molecule is the mean rotational and vibrational energy plus $\tfrac52kT$ for translation and $pv$; the entropy then follows from $S=(H-N\mu)/T$. The comparison at 1 bar is:

| Quantity | Level sum | Table |
|---|---:|---:|
| $H(500)-H(0)$, kJ/mol | 16.77 | 16.83 |
| $S(500)$, J/(mol K) | 206.3 | 206.5 |
| $H(298.15)-H(0)$, kJ/mol | 9.89 | 9.90 |
| $S(298.15)$, J/(mol K) | 188.7 | 188.8 |

The calculation omits anharmonicity and centrifugal stretching, and its geometry and frequencies carry the error of the functional and basis. The 0.6 meV difference is the remainder of an enthalpy 0.6 meV too low and a $TS$ term 1.2 meV too low; quartic centrifugal terms from spectroscopy, taken to first order, lower $\mu$ by about 0.5 meV and so account for most of it. It is a check at the level of about 1 meV in $\mu$, not an exact reference.

### (d) Temperature and pressure

Dividing $dG=-S\,dT+V\,dp$ at fixed $N$ by $N$ gives

$$\left(\frac{\partial\mu}{\partial T}\right)_p=-s(T,p),$$

where $s$ is the entropy per molecule. The pressure term found in (a) contributes $k\ln(p/p^\circ)$ to this derivative, so the molar entropy at the working pressure is

$$S(T,p)=S^\circ(T)-R\ln\frac{p}{p^\circ}=302.26\ \mathrm{J/(mol\,K)}.$$

This corresponds to a slope of $-3.13$ meV/K. At fixed pressure, gas that is 10 K hotter has a chemical potential lower by 31 meV. Using the standard entropy in place of $S(T,p)$ would understate this slope by about a third.

At fixed temperature, doubling the pressure changes $\mu$ by

$$kT\ln2=0.04309\times0.693=0.030\ \mathrm{eV}.$$

A factor of two in pressure and an error of 10 K thus change $\mu$ by nearly the same amount. The temperature shift bears on a surface only when gas and surface share the new temperature, and then the free energy of the adsorbed state changes as well: with the six soft modes of (f), the net shift for 10 K is 25 meV instead of 31 meV. If the surface stays at 500 K while the molecules arrive from gas at 510 K and the same pressure, there is no equilibrium; the impingement flux, proportional to $p/\sqrt{T}$, falls by only 1%, which for unchanged sticking is equivalent to about 0.4 meV. The equilibrium shifts of 31 meV and 30 meV each exceed the 0.6 meV difference found in (c) by a factor of about fifty.

### (e) Coverage of the surface

Let $M$ sites hold $N$ molecules. For now each occupied site has one state, of energy $e$, which includes the zero-point energy of the adsorbed molecule. There are $M!/[N!(M-N)!]$ arrangements. In contact with the vapour, equilibrium minimizes the grand potential

$$\Omega(N)=N(e-\mu)-kT\ln\frac{M!}{N!(M-N)!}.$$

Adding one molecule multiplies the number of arrangements by $(M-N)/(N+1)$, so

$$\Omega(N+1)-\Omega(N)=e-\mu-kT\ln\frac{M-N}{N+1}.$$

At the minimum this difference passes through zero. For large $M$ and $N$, with coverage $\theta=N/M$, the ratio becomes $(1-\theta)/\theta$. Hence

$$\frac{1-\theta}{\theta}=e^{(e-\mu)/kT},\qquad \theta=\frac{1}{1+e^{(e-\mu)/kT}}.$$

Minimizing $\Omega$ numerically for 20 000 sites, with the full count of arrangements, agrees with this formula to within $2\times10^{-4}$ at all three site energies.

Half the sites are filled when $e=\mu$. In this one-state model a site must therefore bind water by 1.39 eV, and not merely by an energy of order $kT$, to be half full under these conditions; the motion of the adsorbed molecule lowers this requirement, as shown in (f). For $e=-1.30$ eV,

$$\frac{e-\mu}{kT}=\frac{-1.3000+1.3919}{0.04309}=2.13,\qquad \theta=\frac{1}{1+8.4}=0.11.$$

In the same way $\theta=0.55$ at $-1.40$ eV and $\theta=0.92$ at $-1.50$ eV. A range of 0.2 eV in binding takes the surface from about one tenth to about nine tenths full. Errors of 0.1 eV, such as the one caused by the wrong enthalpy zero, therefore matter.

The pressure dependence becomes visible when $\mu=\mu^\circ+kT\ln(p/p^\circ)$ is inserted:

$$\theta=\frac{p}{p+p_{1/2}},\qquad p_{1/2}=p^\circ e^{(e-\mu^\circ)/kT}.$$

This is the Langmuir isotherm. For $p\ll p_{1/2}$ the coverage is proportional to pressure; for $p\gg p_{1/2}$ it saturates at one. At $e=-1.50$ eV the half-filling pressure is about 0.08 Pa, and at $-1.30$ eV about 8 Pa.

### (f) Neglected effects and use in deposition

**Gas non-ideality.** To first order, the volume per molecule is $kT/p+b$, where $b$ is the second virial coefficient per molecule. Integrating $b$ over pressure from zero shifts $\mu$ by $bp$. A rough molar coefficient of $-2\times10^{-4}$ m$^3$/mol gives $-2\times10^{-9}$ eV for pure vapour. With a carrier gas the shift scales with the total pressure; a coefficient of the same size at 100 Pa would give $2\times10^{-7}$ eV in magnitude, still negligible.

**Quantum statistics.** Its relative importance is set by $n\lambda^3\approx10^{-12}$, which is negligible.

**Dissociation of the vapour.** Let a small fraction $a$ react by H$_2$O → H$_2$ + ½O$_2$. The partial pressures of hydrogen and oxygen are then $ap$ and $ap/2$, and

$$K=a\sqrt{\frac{ap}{2p^\circ}},\qquad a=\left(K\sqrt{\frac{2p^\circ}{p}}\right)^{2/3}.$$

A rough standard reaction free energy of 2.3 eV gives $K=e^{-2.3/0.04309}$ and $a\approx2\times10^{-14}$. This is an equilibrium estimate for a thermal gas; it does not apply to a plasma.

**Motion of the adsorbed molecule.** This is the largest of the four effects. An adsorbed molecule has six soft vibrations in place of free translation and rotation. Six modes at a rough 300 cm$^{-1}$ have the thermal free energy

$$F_{\mathrm{soft}}=6kT\ln(1-e^{-300/348})\approx-0.14\ \mathrm{eV}.$$

In the coverage formula $e$ is replaced by $e+F_{\mathrm{soft}}$. Half filling then occurs at $e=\mu-F_{\mathrm{soft}}\approx-1.25$ eV, and the coverage at $e=-1.30$ eV rises from 0.11 to about 0.76. This number depends strongly on the assumed wavenumber: the same coverage is 0.94 for modes at 200 cm$^{-1}$, 0.45 at 450 cm$^{-1}$ and 0.28 at 600 cm$^{-1}$. All these values assume a localized molecule with harmonic modes. A mobile adsorbate has more entropy: free motion over an area of 10 Å$^2$ together with four modes at 300 cm$^{-1}$ gives about $-0.34$ eV. Half filling then lies near $e=-1.05$ eV if the site formula is kept, near $-1.02$ eV for an ideal two-dimensional gas, and near $-1.10$ eV for a Volmer layer with excluded area. Between the two limits, in a cosine potential of period $\sqrt{10}$ Å, lateral modes of 300 cm$^{-1}$ correspond to a diffusion barrier of about 3 eV, whereas a barrier of 0.3 eV gives lateral modes near 95 cm$^{-1}$, a free energy of about $-0.22$ eV and, in the site formula, half filling near $e=-1.17$ eV. The chemical potential of the gas is unchanged; what changes is the free energy of the adsorbed state.

**The real process.** The result applies to a partial pressure of 1 Pa ($7.5\times10^{-3}$ Torr); for another pressure the logarithm in (a) must be evaluated again. At 100 Pa and the same temperature, $\mu$ would be higher by $kT\ln100\approx0.20$ eV, that is, about $-1.19$ eV. The assumption most open to doubt in a reactor is equilibrium: pulses are short, the gas may be cooler than the substrate, and reactions consume water at the surface. If the local pressure deep in a narrow trench is ten times lower than at its mouth, $\mu$ there is lower by 0.10 eV. The value $-1.39$ eV holds for vapour that has reached 500 K and 1 Pa next to the surface.

The site model has its own limits. It leaves out interactions between adsorbed molecules, and it does not describe water that splits into hydroxyl groups on two sites. The gas value of $\mu$ can still be used in those cases, but the surface free energy must be calculated for the species actually present. The numerical output that follows lists the main values.

## Computed results

```
temperature: 500 K
pressure: 1 Pa = 7.50e-03 Torr
standard pressure: 100000 Pa
table S(500 K): 206.534 J/(mol K)
table H(500)-H(298.15): 6.925 kJ/mol
table H(298.15)-H(0): 9.904 kJ/mol
H(500)-H(0): 16.829 kJ/mol
T*S(500 K): 103.267 kJ/mol
H(500)-H(0)-T*S: -86.438 kJ/mol
conversion: 1 eV per molecule = 96.485 kJ/mol
kT: 0.04309 eV
ln(p/p_std): -11.5129
standard part of mu: -0.8959 eV
pressure part of mu: -0.4961 eV
RESULT mu: -1.3919 eV = -134.3 kJ/mol
PBE0 bond length: 0.9584 angstrom
PBE0 bond angle: 103.76 degrees
PBE0 harmonic wavenumbers: [1641. 3875. 3976.] cm^-1
PBE0 rotational constants A,B,C: [26.9  14.71  9.51] cm^-1
level-sum H(500)-H(0): 16.768 kJ/mol
level-sum S(500 K): 206.300 J/(mol K)
level-sum H(298.15)-H(0): 9.885 kJ/mol
table S(298.15 K): 188.834 J/(mol K)
level-sum S(298.15 K): 188.703 J/(mol K)
level-sum mu: -1.3913 eV
level-sum minus table mu: 0.58 meV
PBE0 harmonic zero-point energy: 0.588 eV
mu from bottom of electronic well: -0.803 eV
slip, 0-298.15 K enthalpy omitted: mu = -1.4946 eV
slip, 1 atm used for 1 bar: -0.57 meV
entropy at 1 Pa: 302.26 J/(mol K)
temperature slope of mu: -3.133 meV/K
shift for 10 K hotter gas: -31.3 meV
shift for doubled pressure: 29.9 meV
coverage at site energy -1.30 eV: 0.106
coverage at site energy -1.40 eV: 0.547
coverage at site energy -1.50 eV: 0.925
rough second virial coefficient: -2e-04 m^3/mol
non-ideality shift of mu: -2.1e-09 eV
degeneracy parameter (density*lambda^3): 9.0e-13
rough dissociation free energy: 2.3 eV
dissociated fraction: 2e-14
rough soft adsorbate modes: 6 at 300 cm^-1
their thermal free energy: -0.14 eV
half-filling site energy with soft modes: -1.25 eV
```
